# Mass-weighted tunnelling action and why the minimum-energy path need not minimize it: test program

```python
# Result under test: the tunnelling exponent of a multi-atom step is the minimum
# over paths of S = integral sqrt(2(V-E)) ds, with ds^2 = sum(mass * displacement^2).
# A curved minimum-energy path (MEP) does not minimize S.
# Model: u = shift of two O atoms along the polar axis, v = sideways shift of one Hf,
# V = B f^2 + K (v - b f)^2 / 2, f = 1 - (u/a)^2; wells at u = -a, +a; E = 0.
# Internal units: nm, eV, atomic mass unit; actions are given divided by hbar.
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as sc
from scipy.integrate import solve_ivp, simpson
from scipy.interpolate import BSpline, CubicSpline
from scipy.linalg import eigh
from scipy.optimize import minimize

a, b, B, K = 0.05, 0.02, 0.20, 500.0
n_oxygen, m_O, m_Hf, m_Zr = 2, 15.999, 178.49, 91.224
mass = np.array([n_oxygen * m_O, m_Hf])
mass_zr = np.array([n_oxygen * m_O, m_Zr])
hbar = sc.hbar / (1e-9 * np.sqrt(sc.atomic_mass * sc.e))
kB = sc.k / sc.e


def potential(u, v):
    f = 1 - (u / a)**2
    return B * f**2 + 0.5 * K * (v - b * f)**2


def gradient(u, v):
    f = 1 - (u / a)**2
    stretch = v - b * f
    return np.array([(-4 * B * f + 2 * b * K * stretch) * u / a**2, K * stretch])


def weighted_hessian(u, v, weights):
    h = 1e-5
    cols = [(gradient(u + h, v) - gradient(u - h, v)) / (2 * h),
            (gradient(u, v + h) - gradient(u, v - h)) / (2 * h)]
    return np.array(cols) / np.sqrt(np.outer(weights, weights))


def descend(weights, masses):
    """Steepest descent from the saddle in the metric 'weights'; action uses masses."""
    start = 1e-4 * a
    fall = -np.linalg.eigvalsh(weighted_hessian(0.0, b, weights))[0]
    soft = np.linalg.eigvalsh(weighted_hessian(a, 0.0, weights))[0]
    t_end = 12 / fall + 14 / soft

    def flow(t, state):
        velocity = -gradient(state[0], state[1]) / weights
        speed = np.sqrt(np.sum(masses * velocity**2))
        return [*velocity, np.sqrt(2 * potential(state[0], state[1])) * speed, speed]

    sol = solve_ivp(flow, (0, t_end), [start, b, 0, 0], method="DOP853",
                    rtol=1e-10, atol=1e-13, dense_output=True)
    assert sol.success and np.hypot(sol.y[0, -1] - a, sol.y[1, -1]) < 1e-5
    first_piece = np.sqrt(masses[0]) * start
    action = 2 * (sol.y[2, -1] + np.sqrt(2 * B) * first_piece) / hbar
    return action, 2 * (sol.y[3, -1] + first_piece), sol, t_end


# Least-action path: u = a*x, v = b*y, x = tanh(z), y = (1-x^2)*g(z).
# g is a quintic spline up to z_last and constant beyond, where V is quadratic.
z_last, panels = 3.0, 24
breaks = np.linspace(0, z_last, panels + 1)
knots = np.concatenate([np.zeros(5), breaks, np.full(5, z_last)])
n_basis = panels + 5
splines = BSpline(knots, np.eye(n_basis), 5)


def spline_values(z, order):
    values = splines(np.minimum(z, z_last), nu=order)
    return values if order == 0 else np.where((z < z_last)[:, None], values, 0.0)


def gauss(low, high, n):
    points, weights = np.polynomial.legendre.leggauss(n)
    half = 0.5 * (high - low)
    return low + half * (points + 1), half * weights


pieces = [gauss(lo, hi, 8) for lo, hi in zip(breaks[:-1], breaks[1:])]
pieces.append(gauss(z_last, 7.0, 40))
z_nodes = np.concatenate([piece[0] for piece in pieces])
z_wts = np.concatenate([piece[1] for piece in pieces])
x_nodes = np.tanh(z_nodes)
area = 2 * z_wts / np.cosh(z_nodes)**4
g_basis = spline_values(z_nodes, 0)
slope_basis = spline_values(z_nodes, 1) - 2 * x_nodes[:, None] * g_basis


def path_action(c, masses):
    g, slope = g_basis @ c, slope_basis @ c
    p = np.sqrt(2 * B + K * b**2 * (g - 1)**2)
    speed = np.sqrt(masses[0] * a**2 + masses[1] * b**2 * slope**2)
    grad = ((area * speed * K * b**2 * (g - 1) / p) @ g_basis
            + (area * p * masses[1] * b**2 * slope / speed) @ slope_basis)
    return np.sum(area * p * speed) / hbar, grad / hbar


def path_hessian(c, masses):
    h = 1e-4
    rows = [(path_action(c + h * e, masses)[1] - path_action(c - h * e, masses)[1])
            / (2 * h) for e in np.eye(n_basis)]
    return 0.5 * (np.array(rows) + np.array(rows).T)


def least_action(masses):
    c = minimize(path_action, np.linspace(0.5, 2.8, n_basis), args=(masses,), jac=True,
                 hess=path_hessian, method="trust-exact",
                 options={"gtol": 1e-7, "maxiter": 500}).x
    for _ in range(4):
        c = c - np.linalg.solve(path_hessian(c, masses), path_action(c, masses)[1])
    value, grad = path_action(c, masses)
    assert np.max(np.abs(grad)) < 1e-8
    assert np.linalg.eigvalsh(path_hessian(c, masses))[0] > 0
    return value, c


def profile(x, c):
    """y and its first two derivatives with respect to x = u/a."""
    r = np.minimum(np.abs(np.atleast_1d(x)), 1 - 1e-15)
    z = np.arctanh(r)
    f = 1 - r**2
    g, g1, g2 = [spline_values(z, order) @ c for order in (0, 1, 2)]
    slope = g1 - 2 * r * g
    return f * g, np.sign(x) * slope, (g2 - 2 * f * g - 2 * r * g1) / f


S_mep, len_mep, mep, t_end = descend(mass, mass)
S_band, len_band, band, _ = descend(np.array([float(n_oxygen), 1.0]), mass)
S_min, c_best = least_action(mass)
S_frozen = path_action(np.zeros(n_basis), mass)[0]
barrier_frozen = potential(0.0, 0.0)
closed = 4 / 3 * a * np.sqrt(2 * mass[0] * barrier_frozen) / hbar
assert abs(S_frozen / closed - 1) < 1e-8
assert S_min < S_frozen < min(S_mep, S_band)

# Curvature law 2(V-E)*curvature = normal force, on the numerically minimized path.
x = np.linspace(0.05, 0.8, 16)
y, y1, y2 = profile(x, c_best)
X1 = np.sqrt(mass[0]) * a
Y1, Y2 = np.sqrt(mass[1]) * b * y1, np.sqrt(mass[1]) * b * y2
speed = np.hypot(X1, Y1)
slope_V = gradient(a * x, b * y) / np.sqrt(mass)[:, None]
normal_slope = (-Y1 * slope_V[0] + X1 * slope_V[1]) / speed
bend_term = 2 * potential(a * x, b * y) * X1 * Y2 / speed**3
law_error = np.max(np.abs(bend_term - normal_slope)) / np.max(np.abs(normal_slope))
assert law_error < 0.01, law_error

# First variation: push the MEP towards its inner side and measure the action.
t = np.linspace(0, 0.4 * t_end, 4001)
root_m = np.sqrt(mass)[:, None]
q = mep.sol(t)[:2] * root_m


def weighted_gradient(points):
    return gradient(*(points / root_m)) / root_m


force_q = weighted_gradient(q)
size = np.linalg.norm(force_q, axis=0)
tangent = -force_q / size
normal = np.array([-tangent[1], tangent[0]])
h = 1e-5
Ht = (weighted_gradient(q + h * tangent) - weighted_gradient(q - h * tangent)) / (2 * h)
curvature = -np.sum(normal * Ht, axis=0) / size
push = np.sin(np.pi * t / t[-1])**2 * curvature
push /= np.max(np.abs(push))


def sampled_action(points):
    rate = CubicSpline(t, points, axis=1)(t, 1)
    return simpson(np.sqrt(2 * potential(*(points / root_m)))
                   * np.linalg.norm(rate, axis=0), x=t)


eps = 1e-4
measured = (sampled_action(q + eps * push * normal)
            - sampled_action(q - eps * push * normal)) / (2 * eps)
predicted = -simpson(np.sqrt(2 * potential(*(q / root_m))) * curvature * push * size, x=t)
assert measured < 0 and abs(measured / predicted - 1) < 0.01, (measured, predicted)

# Stiff-valley saving, on a circular valley of radius 1 whose MEP is the arc itself.
stiff = 40.0
angle, angle_wts = gauss(0.0, 1.0, 300)
f_arc = 1 - angle**2


def arc_action(c):
    eta = Polynomial([1, 0, -1])**2 * Polynomial([c[0], 0, c[1], 0, c[2]]) / stiff**2
    p = np.sqrt(f_arc**2 + stiff**2 * eta(angle)**2)
    return 2 * np.sum(angle_wts * p * np.hypot(1 + eta(angle), eta.deriv()(angle)))


arc_mep = arc_action([0, 0, 0])
arc_fit = minimize(lambda c: stiff**2 * (arc_action(c) - arc_mep), [0, 0, 0])
saving_found = -arc_fit.fun / stiff**2
saving_rule = 0.5 * 2 * np.sum(angle_wts * f_arc**3) / stiff**2
assert abs(saving_found / saving_rule - 1) < 0.02, (saving_found, saving_rule)


# Path-free exponent: level splitting of the full Hamiltonian in bare displacements.
def splitting(hb):
    hu = np.pi * hb / (2.2 * np.sqrt(mass[0]))
    hv = np.pi * hb / (1.5 * np.sqrt(mass[1]))
    i = np.arange(int(0.097 / hu))
    v = np.arange(-0.042, 0.060, hv)
    j = np.arange(len(v))

    def kinetic(d, step, m):
        safe = np.where(d == 0, 1, d)
        return hb**2 / (2 * m * step**2) * np.where(
            d == 0, np.pi**2 / 3, 2 * (-1.0)**d / safe**2)

    U, Vv = np.meshgrid((i + 0.5) * hu, v, indexing="ij")
    rest = np.kron(np.eye(len(i)), kinetic(j[:, None] - j, hv, mass[1]))
    rest += np.diag(potential(U, Vv).ravel())
    direct = kinetic(i[:, None] - i, hu, mass[0])
    mirror = kinetic(i[:, None] + i + 1, hu, mass[0])
    level = [eigh(np.kron(direct + sign * mirror, np.eye(len(j))) + rest,
                  eigvals_only=True, subset_by_index=[0, 0])[0] for sign in (1, -1)]
    return level[1] - level[0]


factors = np.array([2.0, 2.4, 2.9, 3.5])
gaps = np.array([splitting(r * hbar) for r in factors])
assert np.all(gaps > 0)
table = np.column_stack([np.ones(4), -1 / factors, factors, factors**2])
S_levels = np.linalg.solve(table, np.log(gaps / np.sqrt(factors)))[1]
# The tolerance covers the remaining higher orders in hbar.
assert abs(S_levels / S_min - 1) < 0.03, (S_levels, S_min)
assert abs(S_levels - S_mep) > 3 * abs(S_levels - S_min)

# Geometry of the least-action path and the same potential with the mass of Zr.
xs = np.linspace(-1, 1, 20001)
y_path, slope_path, _ = profile(xs, c_best)
V_path = potential(a * xs, b * y_path)
speed_path = np.sqrt(mass[0] * a**2 + mass[1] * b**2 * slope_path**2)
len_min = simpson(speed_path, x=xs)
assert len_min < len_mep and V_path.max() > B
S_mep_zr = descend(mass_zr, mass_zr)[0]
S_min_zr = least_action(mass_zr)[0]
assert S_min_zr < S_mep_zr
v_half_mep = np.interp(a / 2, mep.sol(t)[0], mep.sol(t)[1])
v_top, v_half = b * profile(np.array([0.0, 0.5]), c_best)[0]

# Sizes of neglected effects.
well_modes = hbar * np.sqrt(np.linalg.eigvalsh(weighted_hessian(a, 0.0, mass)))
saddle_sq = np.linalg.eigvalsh(weighted_hessian(0.0, b, mass))
barrier_mode, side_mode = hbar * np.sqrt(-saddle_sq[0]), hbar * np.sqrt(saddle_sq[1])
T_cross = barrier_mode / (2 * np.pi * kB)
T_equal = B / (kB * 2 * S_min)
field_MV_cm, charge = 1.0, 2.5
force = n_oxygen * charge * field_MV_cm * 0.1
tilted = np.maximum(V_path - force * a * (xs + 1), 0)
S_field = simpson(np.sqrt(2 * tilted) * speed_path, x=xs) / hbar
shift = 0.005
w = np.linspace(-0.08, 0.08, 8001)
decay = np.sqrt(K * m_Hf) / (2 * hbar)
overlap = (simpson(np.exp(-decay * (w**2 + (w - shift)**2)), x=w)
           / simpson(np.exp(-2 * decay * w**2), x=w))
S_neighbour = -np.log(overlap)
assert abs(S_neighbour / (np.sqrt(K * m_Hf) * shift**2 / (4 * hbar)) - 1) < 1e-6

print(f"Inputs: a = {a} nm, b = {b} nm, B = {B} eV, K = {K} eV/nm^2")
print(f"Masses: O {m_O} u (two move), Hf {m_Hf} u, Zr {m_Zr} u")
print(f"hbar = {hbar:.6f} nm sqrt(u eV)")
print(f"S/hbar, mass-weighted MEP: {S_mep:.2f}")
print(f"S/hbar, unweighted (elastic-band) MEP: {S_band:.2f}")
print(f"S/hbar, Hf frozen, straight path: {S_frozen:.2f}")
print(f"S/hbar, least-action path: {S_min:.2f}")
print(f"S/hbar from level splittings, no path used: {S_levels:.2f}")
for r, gap in zip(factors, gaps):
    print(f"  splitting at {r:.1f} hbar: {gap:.4e} eV")
print(f"Highest V on MEP: {B:.4f} eV; Hf frozen: {barrier_frozen:.4f} eV")
print(f"Highest V on least-action path: {V_path.max():.4f} eV")
print(f"Length, mass-weighted MEP: {len_mep:.4f} nm sqrt(u)")
print(f"Length, unweighted MEP: {len_band:.4f} nm sqrt(u)")
print(f"Length, least-action path: {len_min:.4f} nm sqrt(u)")
print(f"Length, Hf frozen: {2 * a * np.sqrt(mass[0]):.4f} nm sqrt(u)")
print(f"Hf shift at u = 0: MEP {b:.4f} nm, least action {v_top:.4f} nm")
print(f"Hf shift at u = a/2: MEP {v_half_mep:.4f} nm, least action {v_half:.4f} nm")
print(f"Rate exp(-2S/hbar) underestimated by MEP: "
      f"{2 * (S_mep - S_min) / np.log(10):.2f} decades")
print(f"log10 exp(-2S/hbar), least action: {-2 * S_min / np.log(10):.1f}")
print(f"Mass of Zr, same V: S/hbar MEP {S_mep_zr:.2f}, least action {S_min_zr:.2f}")
print(f"Curvature law, largest relative error: {law_error:.1e}")
print(f"First variation of MEP: measured {measured:.5f}, "
      f"predicted {predicted:.5f} sqrt(eV)")
print(f"Circular valley, saving: found {saving_found:.4e}, "
      f"rule {saving_rule:.4e} (model units)")
print(f"Circular valley, action of MEP: {arc_mep:.4f} (model units)")
print(f"Well mode energies: {1e3 * well_modes[0]:.2f}, {1e3 * well_modes[1]:.2f} meV")
print(f"Saddle: barrier mode {1e3 * barrier_mode:.2f} meV, "
      f"side mode {1e3 * side_mode:.2f} meV")
print(f"Zero-point energy: well {500 * well_modes.sum():.2f} meV, "
      f"saddle {500 * side_mode:.2f} meV")
print(f"Thermal exponent B/kT at 300 K: {B / (kB * 300):.2f}")
print(f"Tunnelling rate exponent 2S/hbar: {2 * S_min:.2f}")
print(f"Crossover temperature from barrier mode: {T_cross:.1f} K")
print(f"Temperature where B/kT = 2S/hbar: {T_equal:.1f} K")
print(f"Field {field_MV_cm} MV/cm, rough charge {charge} e per O: "
      f"well offset {2 * a * force:.4f} eV")
print(f"S/hbar in that field, path kept fixed: {S_field:.2f}")
print(f"S/hbar for four formula units moving together: {4 * S_min:.1f}")
print(f"Slow neighbour Hf shifted {shift} nm adds to S/hbar: {S_neighbour:.3f}")
print("success")
```

Output:

```
Inputs: a = 0.05 nm, b = 0.02 nm, B = 0.2 eV, K = 500.0 eV/nm^2
Masses: O 15.999 u (two move), Hf 178.49 u, Zr 91.224 u
hbar = 0.006465 nm sqrt(u eV)
S/hbar, mass-weighted MEP: 47.82
S/hbar, unweighted (elastic-band) MEP: 45.73
S/hbar, Hf frozen, straight path: 45.18
S/hbar, least-action path: 40.27
S/hbar from level splittings, no path used: 40.27
  splitting at 2.0 hbar: 1.9022e-09 eV
  splitting at 2.4 hbar: 5.8968e-08 eV
  splitting at 2.9 hbar: 1.1501e-06 eV
  splitting at 3.5 hbar: 1.3368e-05 eV
Highest V on MEP: 0.2000 eV; Hf frozen: 0.3000 eV
Highest V on least-action path: 0.2264 eV
Length, mass-weighted MEP: 0.9300 nm sqrt(u)
Length, unweighted MEP: 0.8388 nm sqrt(u)
Length, least-action path: 0.6960 nm sqrt(u)
Length, Hf frozen: 0.5657 nm sqrt(u)
Hf shift at u = 0: MEP 0.0200 nm, least action 0.0097 nm
Hf shift at u = a/2: MEP 0.0193 nm, least action 0.0090 nm
Rate exp(-2S/hbar) underestimated by MEP: 6.56 decades
log10 exp(-2S/hbar), least action: -35.0
Mass of Zr, same V: S/hbar MEP 43.35, least action 39.41
Curvature law, largest relative error: 1.4e-05
First variation of MEP: measured -0.25128, predicted -0.25128 sqrt(eV)
Circular valley, saving: found 2.8558e-04, rule 2.8571e-04 (model units)
Circular valley, action of MEP: 1.3333 (model units)
Well mode energies: 8.69, 36.00 meV
Saddle: barrier mode 20.45 meV, side mode 10.82 meV
Zero-point energy: well 22.34 meV, saddle 5.41 meV
Thermal exponent B/kT at 300 K: 7.74
Tunnelling rate exponent 2S/hbar: 80.55
Crossover temperature from barrier mode: 37.8 K
Temperature where B/kT = 2S/hbar: 28.8 K
Field 1.0 MV/cm, rough charge 2.5 e per O: well offset 0.0500 eV
S/hbar in that field, path kept fixed: 33.82
S/hbar for four formula units moving together: 161.1
Slow neighbour Hf shifted 0.005 nm adds to S/hbar: 0.289
success
```
